# Exchange on a Downsampled Momentum-Transfer Mesh: Gap Errors in One Dimension

## The form of the error

Momentum transfers spaced by $2\pi/L$ cannot distinguish two separations that differ by $L$. An exchange sum over such transfers therefore contains the interaction of an electron with its exchange hole and also with copies of that hole at distances $mL$, $m=\pm1,\pm2,\dots$ The sampling error is the energy of these copies.

In atomic units an energy is an inverse length. For the bare Coulomb interaction the copies could contribute a term that falls only as $1/L$, up to a logarithm of $L$, and is the same for every separation $x$ inside the hole. A suitable treatment of the transfer $q=0$ can remove this constant. The term linear in $x$ cancels between the copies at $+mL$ and $-mL$. The first survivor is quadratic in $x$, and dimensions then require

$$\delta E_{\rm gap}=\text{number}\times\alpha\,\frac{\ell^2}{L^3},$$

where $\alpha$ is the fraction of exchange in the hybrid functional and $\ell$ is a length belonging to the orbitals. A screened interaction brings a second length, $1/\omega$, beyond which it vanishes faster than any power. Once $L$ is large enough, the copies are out of reach, and the error must come from the tail of the density matrix. The analysis below finds the number, the length $\ell$ and the screened law for a two-band chain.

## Model and kernels

A chain of period $a$ has two equal sites per cell, at $0$ and $d$, called $A$ and $B$. The fixed one-electron part, which stands for the semilocal part of the hybrid, has hoppings $t_1>t_2>0$. In the cell-periodic gauge

$$H_{AB}(k)=-f(k),\qquad f(k)=t_1+t_2e^{-ika},\qquad H_{AA}=H_{BB}=0 .$$

The bands are $\mp|f|$. With the lower band full, the density matrix per spin is $P=\tfrac12(1-H/|f|)$, so that $P_{AA}=P_{BB}=\tfrac12$ and $P_{AB}=\tfrac12 f/|f|$. Equal site charges make the Hartree potential a constant, which cannot change the gap.

Each site carries a spherical Gaussian density of width $s$, with form factor $e^{-K^2s^2/2}$, and products of orbitals on different sites are neglected. The interaction at momentum $q$ along the chain follows by integrating over the transverse momentum. With $u=q^2+k_\perp^2$,

$$v(q)=\int\!\frac{d^2k_\perp}{(2\pi)^2}\,\frac{4\pi}{u}e^{-us^2}=\int_{q^2}^{\infty}\!\frac{du}{u}e^{-us^2}=E_1(s^2q^2).$$

To return to real space, write $E_1(s^2q^2)=\int_1^\infty \frac{dt}{t}e^{-ts^2q^2}$, do the Gaussian integral over $q$, and substitute $y=t^{-1/2}$:

$$V(x)=\int_1^\infty\!\frac{dt}{t^{3/2}}\frac{e^{-x^2/4ts^2}}{2s\sqrt\pi}=\frac{1}{s\sqrt\pi}\int_0^1\!dy\,e^{-x^2y^2/4s^2}=\frac{\operatorname{erf}(x/2s)}{x}.$$

Screening replaces $1/r$ by $\operatorname{erfc}(\omega r)/r$, which multiplies the integrand by $1-e^{-u/4\omega^2}$. Hence

$$v_s(q)=E_1(s^2q^2)-E_1(w^2q^2),\qquad w^2=s^2+\frac1{4\omega^2},$$

$$V_s(x)=\frac{\operatorname{erf}(x/2s)-\operatorname{erf}(x/2w)}{x}.$$

Since $E_1(z)=-\gamma-\ln z+O(z)$, the bare kernel diverges logarithmically at $q=0$, while the screened one has the finite value $v_s(0)=2\ln(w/s)$.

## The algorithm

Let $\rho_{\alpha\beta}(R)=\frac1N\sum_k e^{-ikR}P_{\alpha\beta}(k)$. Exchange between site $\alpha$ in cell $0$ and site $\beta$ in cell $R$ is $-\rho_{\alpha\beta}(R)V(x_\beta-x_\alpha+R)$. On a mesh of $N$ points $k_i=2\pi i/(Na)$, keep every $C$-th transfer, so that $M=N/C$ transfers remain and $L=Ma$.

1. For $j=0,\dots,M-1$ set $q_j=2\pi j/L$ and tabulate, with $G$ running over multiples of $2\pi/a$,
$$W_{\alpha\beta}(q_j)=\frac1L\sum_G v(q_j+G)\,e^{-i(q_j+G)(x_\beta-x_\alpha)} .$$
2. In the term $q=0$, $G=0$ insert $2\ln(w/s)$ for the screened kernel, or the number $v_0$ derived below for the bare one.
3. For every $i$ accumulate, element by element,
$$\Sigma_{\alpha\beta}(k_i)=-\sum_{j}P_{\alpha\beta}(k_{i-jC})\,W_{\alpha\beta}(q_j),$$
with the index $i-jC$ taken modulo $N$.
4. Diagonalize $H+\alpha\Sigma$. For self-consistency, rebuild $P$ and repeat.

No phase is needed when the index wraps, because $P$ is periodic in this gauge. The number of $k$–$q$ pairs falls from $N^2$ to $N^2/C$.

To see what the sum computes, insert $P(k-q)=\sum_R e^{i(k-q)R}\rho(R)$ and use $e^{iGR}=1$. The transfers $Q=q+G$ run over all multiples of $2\pi/L$, and Poisson summation gives

$$\Sigma_{\alpha\beta}(k)=-\sum_R e^{ikR}\rho_{\alpha\beta}(R)\,V_M(x_\beta-x_\alpha+R),$$

$$V_M(x)=\frac1L\sum_Q v(Q)e^{-iQx}=\sum_m V(x+mL).$$

The last equality holds as written for the screened kernel; the bare one needs the value of $v_0$. Downsampling thus leaves the density matrix alone and repeats the interaction with period $L$.

A given $k$ is coupled only to the points $k-q_j$. If the zone edge lies on the same submesh as $k=0$, which requires $N/2$ to be a multiple of $C$, the edge gap equals that of a calculation with $M$ $k$-points in all. This holds also at self-consistency here, because no Hartree term links the submeshes. For $N=48$, $C=4$ and for $N=12$, $C=1$, with the parameters of the example, the self-consistent gaps agreed within $10^{-8}$ eV for both kernels. In this model the finer $k$-mesh gives more points on the bands, but no better exchange at the edge.

## The entry at $q=0$

For the bare kernel, choose $v_0$ so that the repeated interaction is correct at zero separation, $V_M(0)=V(0)=1/(s\sqrt\pi)$:

$$v_0=\frac{L}{s\sqrt\pi}-\sum_{Q\ne0}E_1(s^2Q^2).$$

A closed form follows from the screened kernel as $w\to\infty$. Poisson summation at $x=0$ reads

$$2\ln\frac ws+\sum_{Q\neq0}\left[E_1(s^2Q^2)-E_1(w^2Q^2)\right]=L V_s(0)+2L\sum_{m\ge1}V_s(mL).$$

In the limit $E_1(w^2Q^2)\to0$ and $V_s(0)\to1/(s\sqrt\pi)$. Solving for the remaining sum and inserting it in $v_0$,

$$v_0=\lim_{w\to\infty}\left\{2\ln\frac ws-2\sum_{m\ge1}\frac{\operatorname{erfc}(mL/2w)-\operatorname{erfc}(mL/2s)}{m}\right\}.$$

The second erfc is exponentially small for $L\gg s$ and is dropped. For the first, put $\epsilon=L/2w$. Because $\sum_{m\le n}1/m-\ln n\to\gamma$, the sum tends to $\gamma+\int_\epsilon^\infty dt\,\operatorname{erfc}(t)/t$. Integration by parts gives

$$\int_\epsilon^\infty\!\frac{\operatorname{erfc}t}{t}dt\to-\ln\epsilon+\frac{2}{\sqrt\pi}\int_0^\infty\! e^{-t^2}\ln t\,dt=-\ln\epsilon-\frac\gamma2-\ln2,$$

where the last integral is $\tfrac14\Gamma'(\tfrac12)=-\tfrac{\sqrt\pi}{4}(\gamma+2\ln2)$. The sum is therefore $\ln(w/L)+\gamma/2$, and $w$ cancels:

$$v_0(M)=2\ln\frac Ls-\gamma .$$

The entry depends on $L=Ma$, hence on the downsampled mesh.

## Error of the bare kernel

Subtract the value at $x=0$ from the repeated interaction. Since $V_M(0)=V(0)$,

$$V_M(x)-V(x)=\sum_{m\ge1}\left[V(mL+x)+V(mL-x)-2V(mL)\right].$$

At these distances $V$ is $1/|x|$, and for $|x|<L$ the geometric series gives

$$V_M(x)-V(x)=\frac{2\zeta(3)x^2}{L^3}+\frac{2\zeta(5)x^4}{L^5}+\dots$$

At the zone edge $k=\pi/a$ the function $f=t_1-t_2$ is real and positive, and so is $e^{ikR}=(-1)^{R/a}$ real. The diagonal elements of $\Sigma$ are equal and cancel from the gap. What remains is $E_{\rm gap}=2|H_{AB}+\alpha\Sigma_{AB}|$. Both terms are negative in the example, so

$$\delta E_{\rm gap}=2\alpha\sum_R(-1)^{R/a}\rho_{AB}(R)\,[V_M-V](d+R).$$

The second moment of $\rho_{AB}$ comes from the phase $\varphi(k)=kd+\arg f(k)$, for which

$$\sum_R\rho_{AB}(R)e^{ik(d+R)}=\tfrac12e^{i\varphi(k)} .$$

Differentiating twice gives $-\sum_R(d+R)^2\rho_{AB}e^{ik(d+R)}=\tfrac12(i\varphi''-\varphi'^2)e^{i\varphi}$. About the edge $\arg f$ is odd, so $\varphi''=0$ there, and the second moment is $\tfrac12\varphi'^2$. Therefore, for fixed orbitals and to leading order in $1/L$,

$$\boxed{\;\delta E_{\rm gap}=\frac{2\alpha\,\zeta(3)\,\varphi'^2}{L^3},\qquad \varphi'=d+\frac{a\,t_2}{t_1-t_2}\;}$$

The slope follows from $(\arg f)'=\operatorname{Im}(f'/f)$ with $f'=iat_2$ at the edge. The length $\ell$ of the opening argument is $\varphi'$. It grows without limit as $t_2\to t_1$, where the bare gap closes and the expansion fails. For $t_2\to0$ it reduces to the bond length $d$.

The same law can be read in momentum space. The valence and conduction orbitals are $(e^{i\varphi},\pm1)/\sqrt2$, so the difference of their squared overlaps with a valence orbital at $k-q$ is $\cos[\varphi(k)-\varphi(k-q)]=1-\tfrac12\varphi'^2q^2+\dots$ Multiplied by the singular part $-\ln q^2$ of the kernel, it leaves $\tfrac12\varphi'^2q^2\ln q^2$ after the $q=0$ entry has dealt with the pure logarithm. In real space $\ln q^2$ corresponds to $-1/|x|$ and $q^2$ to $-\partial_x^2$, which gives a tail $\varphi'^2/|x|^3$. Summed over $x=mL$, $m\ne0$, it reproduces $2\zeta(3)\varphi'^2/L^3$. The slow convergence comes from this non-analytic term.

**Other entries at $q=0$.** Changing the entry by $\Delta v$ adds the constant $\Delta v/L$ to $V_M$. As $\sum_R(-1)^{R/a}\rho_{AB}=\tfrac12$, the gap moves by $\alpha\Delta v/L$. Leaving the term out shifts it by $-\alpha v_0(M)/L$. Keeping the value of the full mesh after downsampling shifts it by $\alpha[v_0(N)-v_0(M)]/L=2\alpha\ln C/L$. For $C>1$ both are far larger than the cubic error at large $L$.

## Error of the screened kernel

Now $V_M-V_s=\sum_{m\ne0}V_s(x+mL)$ has two sources of error.

**Density-matrix tail.** With $r=t_2/t_1$ and $\theta=ka$,

$$\frac f{|f|}=(1+re^{-i\theta})^{1/2}(1+re^{i\theta})^{-1/2}.$$

The coefficient of $e^{in\theta}$ in the second factor is $(-r)^n\binom{2n}{n}4^{-n}\simeq(-r)^n/\sqrt{\pi n}$. For large $n$ the first factor enters at the branch point $e^{i\theta}=-1/r$, where it equals $(1-r^2)^{1/2}$. Thus

$$\rho_{AB}(na)\simeq\tfrac12(1-r^2)^{1/2}\frac{(-r)^n}{\sqrt{\pi n}} .$$

In the opposite direction the power is $n^{-3/2}$, a correction of relative order $1/M$. Put $R=L+ja$ and take the copy $m=-1$. The signs $(-1)^n$ cancel at the edge, and

$$\delta E_{\rm gap}\simeq\alpha(1-r^2)^{1/2}\frac{r^M}{\sqrt{\pi M}}\sum_j r^jV_s(d+ja).$$

The sum converges because $V_s$ falls as a Gaussian, faster than $r^{-|j|}$ grows. The error is proportional to $M^{-1/2}(t_2/t_1)^M$.

**Copies of the charge.** Near $x=0$ the added interaction is $2\sum_{m\ge1}V_s(mL)$. For $\omega s\ll1$ this shifts the gap by about

$$2\alpha\sum_{m\ge1}\frac{\operatorname{erfc}(\omega mL)}{mL}.$$

To see which source dominates, let $\kappa=\ln(t_1/t_2)/a$. A part of the density matrix at distance $y$ from the nearest copy, on the near side, contributes with the exponential weight $e^{-\kappa(L-y)-\omega^2y^2}$, which is largest at $y=\kappa/2\omega^2$. If $L$ is well above both this length and $1/\omega$, the maximum lies in the tail of the density matrix, and the tail dominates. If $\kappa$ is well above $2\omega$, there is a range $1/\omega<L<\kappa/2\omega^2$ in which the copies act mainly on the centre of the exchange hole and the error falls roughly as a Gaussian. For $L$ well below $1/\omega$ the copies are hardly screened, and screening gives no exponential benefit yet.

## Worked example

Take round model parameters: $a=4$ Å, $d=1.6$ Å, $s=0.4$ Å, $t_1=3$ eV, $t_2=1.5$ eV, $\alpha=0.25$, $\omega=0.2$ Å$^{-1}$ and $N=48$. To obtain eV from the formulas, multiply the exchange terms by $e^2/4\pi\varepsilon_0=14.40$ eV Å. The gap is 3.00 eV without exchange. With exchange from fixed orbitals on an infinite mesh it is 4.19 eV for the screened and 4.87 eV for the bare kernel. Each error below is relative to the infinite-mesh value of the same kernel.

The slope is $\varphi'=1.6+4\times1.5/1.5=5.6$ Å. At $C=2$, $L=96$ Å,

$$\delta E_{\rm gap}=\frac{2\times0.25\times14.40\times1.202\times5.6^2}{96^3}\ \text{eV}=0.00031\ \text{eV}.$$

Fixed-orbital errors in eV, with the matched $v_0$ for the bare kernel:

| $C$ | $L$ (Å) | screened | bare | cubic law |
|---|---|---|---|---|
| 1 | 192 | below $10^{-9}$ | 0.000039 | 0.000038 |
| 2 | 96 | 0.00000002 | 0.00032 | 0.00031 |
| 3 | 64 | 0.000006 | 0.00113 | 0.00104 |
| 4 | 48 | 0.00011 | 0.0030 | 0.0025 |
| 6 | 32 | 0.0021 | 0.0132 | 0.0083 |
| 12 | 16 | 0.049 | 0.112 | – |

The cubic law falls short as $L$ shrinks, and the $x^4$ term shows why. Four derivatives of $e^{i\varphi}$ at the edge give the fourth moment $\tfrac12(\varphi'^4-4\varphi'\varphi''')$. Here $(\arg f)'=a\sum_{n\ge1}r^n\cos n(\theta-\pi)$, so $\varphi'''=-a^3r(1+r)/(1-r)^3=-384$ Å$^3$. The relative correction is

$$\frac{\zeta(5)}{\zeta(3)}\,\frac{\varphi'^4-4\varphi'\varphi'''}{\varphi'^2L^2}\approx\frac{264\ \text{Å}^2}{L^2},$$

or 0.7% at 192 Å and 11% at 48 Å. The computed excess at 48 Å is 22%. The $x^6$ and $x^8$ terms add about 4% and 3%, and after them the terms grow: the series is only asymptotic, because the density matrix reaches beyond $|x|=L$, where the expansion in $x/L$ fails. At $L=384$ Å the law was tested for $t_2=1.5$ and 0.75 eV and held within 0.5% in both cases.

For the screened kernel the predicted ratio of the errors at $M=24$ and $M=32$ is $2^8\sqrt{32/24}=295.6$; the computed ratio is 295.1. Here $\kappa/2\omega^2=0.173/0.08\approx2.2$ Å and $1/\omega=5$ Å, so all the meshes lie in the regime of the density-matrix tail. The advantage of screening shrinks from a factor of about 17,000 at $C=2$ to 2.3 at $C=12$, where the tail of the density matrix still matters at the distance of the nearest copies. If 0.001 eV is tolerated, the screened kernel permits $C=4$ and the bare kernel $C=2$, for these parameters and fixed orbitals.

**The $q=0$ entry.** At $C=4$, $v_0=2\ln(48/0.4)-0.577=8.998$. Omitting it shifts the gap by $-0.25\times14.40\times8.998/48=-0.675$ eV; with the matched error of 0.003 eV added, the total is $-0.672$ eV. Keeping the full-mesh value gives $0.25\times14.40\times2\ln4/48=0.208$ eV, in total 0.211 eV. Omission costs $-0.22$ eV even at $C=1$, so a comparison with the undivided mesh alone would not reveal the whole error.

**Weak screening.** For $\omega=0.02$ Å$^{-1}$ the length $\kappa/2\omega^2$ is about 220 Å and $1/\omega$ is 50 Å. At $L=48$ Å, below both, the screened error is 0.029 eV, against 0.027 eV from the charge-copy estimate. It is ten times the error of the bare kernel at the same $L$, because the matched $v_0$ removes the constant part of the copies, whereas the finite screened value at $q=0$ retains it.

## Self-consistent orbitals

Iteration raises the infinite-mesh gaps to 4.24 eV (screened) and 4.95 eV (bare), that is by 0.05 and 0.08 eV. The sampling error now also acts through the orbitals. If the converged solution responds linearly to a small change of $\Sigma$, a perturbation of order $L^{-3}$ produces a gap error of the same order with another prefactor. The bare errors at $C=1$ and 2 are 0.000023 and 0.00018 eV, which correspond to a power of 3.02. They are about 0.6 of the fixed-orbital errors. At $C=4$ the errors are 0.00002 eV (screened) and 0.0016 eV (bare). The new prefactor was computed here, not derived.

## Relation to real crystals

The values $\alpha=0.25$ and $\omega\approx0.2$ Å$^{-1}$ are close to those of the HSE06 functional, and $\alpha=0.25$ without screening is the choice of PBE0. The chain itself represents no particular material. Real crystals break its assumptions first through dimension: in three dimensions the bare kernel diverges as $1/q^2$, so neither $v_0$ nor the prefactors above may be carried over. They also have overlapping orbitals. For spherical Gaussian orbitals the neighbour overlap here would be $e^{-d^2/8s^2}=0.135$, and the neglected exchange integral, multiplied by $\alpha$, is 0.09 eV. Integrals with a single power of the overlap are larger: the one between the charge on a site and the pair density centred at $d/2$ gives $0.25\times14.40\times0.135\times\operatorname{erf}(d/4s)/(d/2)=0.51$ eV, with $d/2$ in Å. Symmetric (Löwdin) orthogonalization of the two orbitals of an isolated pair reduces these values to 0.022 and 0.015 eV. None of these numbers bounds the uncertainty of the gap; the effect of the neglected terms on the sampling error was not computed. Correlation beyond the fixed one-electron part and lattice motion are left out as well. The remaining values are in the numerical output below.

## Table of computed values

```
period a = 4.0 A, site distance d = 1.6 A
density width s = 0.4 A
hoppings t1 = 3.0 eV, t2 = 1.5 eV
exchange fraction = 0.25, omega = 0.20 1/A
e2 = 14.3996 eV A, k-points N = 48
gap without exchange = 3.0000 eV
one-shot gap, infinite mesh, screened = 4.1877 eV
one-shot gap, infinite mesh, unscreened = 4.8715 eV
phase slope at zone edge = 5.600 A
screened kernel at q=0 = 3.6904 (no unit)
matched q=0 entry, M=48: 11.7704 (no unit)
matched q=0 entry, M=12: 8.9978 (no unit)
One-shot gap errors in eV (L in A):
C  M  L  screened  matched  q=0 omitted  full-mesh q=0 kept
 1 48   192 0.000000000 0.0000386 -0.22065 0.00004
 2 24    96 0.000000019 0.0003166 -0.38908 0.05230
 3 16    64 0.000005877 0.0011310 -0.53734 0.12472
 4 12    48 0.000108242 0.0030061 -0.67181 0.21095
 6  8    32 0.002113427 0.0132187 -0.90778 0.41635
 8  6    24 0.009786822 0.0355441 -1.10615 0.65936
12  4    16 0.049124164 0.1120453 -1.41804 1.23023
Cubic law for the matched unscreened error in eV:
C = 1: 0.0000383 eV
C = 2: 0.0003068 eV
C = 3: 0.0010353 eV
C = 4: 0.0024541 eV
C = 6: 0.0082827 eV
screened error ratio M=24 to M=32: 295.09 (no unit)
same ratio from exponential law: 295.60 (no unit)
weak screening omega = 0.020 1/A, M=12: 0.02937 eV
its image-charge estimate: 0.02668 eV
self-consistent gap, screened = 4.2413 eV
self-consistent gap, unscreened = 4.9549 eV
Self-consistent gap errors in eV:
C  k-q pairs  screened  unscreened matched
 1  2304 0.000000000 0.0000227
 2  1152 0.000000001 0.0001845
 3   768 0.000000610 0.0006410
 4   576 0.000020914 0.0016117
 6   384 0.000759939 0.0067755
 8   288 0.004770745 0.0196130
12   192 0.031787157 0.0729939
power of 1/L from M=24 and 48: 3.021 (no unit)
smallest gap at zone edge for every C: True
relaxation of gap, screened = 0.0535 eV
relaxation of gap, unscreened = 0.0834 eV
neglected neighbour overlap = 0.1353 (no unit)
neglected exchange integral = 0.3720 eV
same times exchange fraction = 0.0930 eV
```
